# Drain voltage at which source and drain depletion regions meet

Two heavily doped n-type regions, the source and the drain, are separated by a p-type channel of length $L$ with uniform acceptor density $N$ and permittivity $\varepsilon$. If the gate is left out, their depletion regions meet at the drain voltage

$$
V_{PT}=V_L-2\sqrt{V_L B},\qquad V_L=\frac{qNL^2}{2\varepsilon},\qquad B=V_{bi}+V_{SB}.
$$

Here $q>0$ is the elementary charge, $V_{bi}$ is the built-in voltage of each junction, and $V_{SB}\ge 0$ is the reverse bias of the source relative to the p-type body. The drain voltage $V_D$ is measured from the source. The result holds when $L\ge 2W_S$, where $W_S=\sqrt{2\varepsilon B/(qN)}$ is the width of the source depletion region. A shorter channel is already depleted throughout at $V_D=0$. The voltage $V_{PT}$ is called the punch-through voltage, although the source barrier still has almost its full height there, so a large current does not yet flow.

The derivation treats the potential as a function of one coordinate, $x$, running from the source junction at $x=0$ to the drain junction at $x=L$. Both junctions are abrupt, and the n-type sides are doped so heavily that the potential drop inside them is neglected. The potential $\psi$ is zero in the neutral part of the body, which a contact outside the line from source to drain holds at fixed voltage. An n-type region lies above a p-type region by $V_{bi}$ in equilibrium, and reverse bias adds to this, so

$$
\psi(0)=B,\qquad \psi(L)=B+V_D .
$$

In the depletion approximation the body is divided sharply into neutral parts, with no charge, and depleted parts, where the holes are gone and the fixed acceptors leave the charge density $\rho=-qN$. Poisson's equation, $\psi''=-\rho/\varepsilon$, then gives

$$
\psi''=\frac{qN}{\varepsilon}
$$

in a depleted part. The sign is positive, so the potential curves upward from the neutral region towards either junction.

Let $s$ be the distance from the edge of the neutral region, counted into the depletion region. At $s=0$ the potential joins the neutral value, $\psi=0$. The field also vanishes there, because a jump of the field would need a sheet of charge at the edge, and there is none. One integration gives $d\psi/ds=qNs/\varepsilon$ and a second gives

$$
\psi(s)=\frac{qN}{2\varepsilon}s^2=V_L\left(\frac{s}{L}\right)^2 .
$$

The last form shows what $V_L$ means: it is the voltage that one junction would need to deplete the whole length $L$. Setting $\psi=B$ at the source and $\psi=B+V_D$ at the drain gives the two widths,

$$
\frac{W_S}{L}=\sqrt{\frac{B}{V_L}},\qquad
\frac{W_D}{L}=\sqrt{\frac{B+V_D}{V_L}} .
$$

As long as neutral material remains between them, the two regions do not affect each other. The drain voltage widens the drain region alone, and the last neutral material vanishes when $W_S+W_D=L$. Multiplying this condition by $\sqrt{V_L}/L$ turns it into

$$
\sqrt{B}+\sqrt{B+V_D}=\sqrt{V_L},
\qquad\text{or}\qquad
\sqrt{B+V_D}=\sqrt{V_L}-\sqrt{B}.
$$

For $V_D\ge0$ the left side of the second form is at least $\sqrt B$. A solution therefore needs $\sqrt{V_L}\ge2\sqrt B$, which is the condition $L\ge2W_S$. Both sides are then positive and may be squared:

$$
B+V_D=V_L-2\sqrt{V_LB}+B .
$$

The term $B$ cancels, and the stated $V_{PT}$ remains. If $L<2W_S$, the regions already overlap at zero drain voltage and the formula returns a negative number. For $W_S<L<2W_S$ the squaring is still allowed, and this number is the negative drain voltage below which the regions separate again. It has this meaning only while the drain junction stays reverse biased, $V_{PT}>-V_{SB}$. For $L<W_S$ the condition has no solution.

Two equivalent forms make the limits visible. With $V_L=B(L/W_S)^2$,

$$
V_{PT}=V_L\left(1-\frac{2W_S}{L}\right)
=B\,\frac{L}{W_S}\left(\frac{L}{W_S}-2\right).
$$

For $L\gg W_S$ the source region takes a negligible share of the channel, and the ratio $V_{PT}/V_L$ approaches 1, where $V_L$ grows as $NL^2$. Near the shortest unmerged channel, one factor $L/W_S$ may be replaced by 2, and

$$
V_{PT}\simeq 2B\,\frac{L-2W_S}{W_S}.
$$

The punch-through voltage thus falls linearly to zero at $L=2W_S$. Scaling it as $L^2$ would be wrong in this range.

A second derivation does not use the widths, and it also shows what happens after the regions meet. Suppose that the whole channel is depleted. The solution of $\psi''=qN/\varepsilon=2V_L/L^2$ with the two boundary values is

$$
\psi(x)=B-(V_L-V_D)\frac{x}{L}+V_L\frac{x^2}{L^2}.
$$

Its second derivative is $2V_L/L^2$, and at $x=L$ it equals $B+V_D$, as required. Setting the first derivative to zero puts the minimum at

$$
x_m=\frac L2\left(1-\frac{V_D}{V_L}\right).
$$

Inserting $x_m$, the linear term contributes $-(V_L-V_D)^2/(2V_L)$ and the quadratic term $+(V_L-V_D)^2/(4V_L)$, so that

$$
\psi_m=B-\phi,\qquad \phi=\frac{(V_L-V_D)^2}{4V_L}.
$$

An electron has potential energy $-q\psi$, so the potential minimum is the top of its barrier, and $q\phi$ is the barrier height seen from the source. If this parabola dips below zero, the assumption of full depletion has failed: holes from the body fill the dip and restore a neutral region at $\psi=0$. The regions meet when the minimum just touches zero, $\phi=B$. This gives $V_L-V_D=\pm2\sqrt{V_LB}$. The minimum lies inside the channel only for $V_D<V_L$, so the positive sign applies and $V_{PT}$ is recovered. At that voltage $x_m=L\sqrt{B/V_L}=W_S$, the place where the edges meet.

The touching condition was tested by solving the fully depleted Poisson equation on a grid and searching for the drain voltage that brings the minimum to zero. The four cases were $L=250$ nm with $N=2\times10^{17}$ cm$^{-3}$ and $B=1.030$ or 2.030 V, $L=400$ nm with $10^{17}$ cm$^{-3}$ and 0.9 V, and $L=150$ nm with $8\times10^{17}$ cm$^{-3}$ and 1.1 V. The largest difference from the formula was $1.9\times10^{-6}$ V.

In the depletion approximation the barrier therefore has two regimes. Below $V_{PT}$ it stays at $B$, because the neutral body screens the source from the drain. Above $V_{PT}$ it falls, with the slope

$$
\frac{d\phi}{dV_D}=-\frac{V_L-V_D}{2V_L}=-\frac{x_m}{L}.
$$

Just after the meeting the slope is $-W_S/L$. It becomes weaker as the barrier top moves towards the source, and within this model the barrier vanishes at $V_D=V_L$. Before that point the charge of the injected electrons must be included, so the last part of the fall should not be taken from this formula.

For an example, take a silicon n-channel transistor of the quarter-micron class, with $L=250$ nm, $N=2\times10^{17}$ cm$^{-3}$, donor density $N_D=10^{20}$ cm$^{-3}$ in the n-type regions, relative permittivity 11.7, temperature 300 K and $V_{SB}=0$. The scale voltage is

$$
V_L=\frac{(1.6022\times10^{-19}\,\mathrm C)(2\times10^{17}\,\mathrm{cm^{-3}})(2.5\times10^{-5}\,\mathrm{cm})^2}
{2(11.7)(8.8542\times10^{-14}\,\mathrm{F/cm})}=9.666\ \mathrm V .
$$

The built-in voltage follows from the electron density in equilibrium. It is $N_D$ in the n-type region and $n_i^2/N$ in the body, where $n_i$ is the intrinsic density. With Boltzmann statistics the ratio of the two is $\exp(V_{bi}/V_T)$, where $V_T=kT/q=0.02585$ V. Hence, with the rough value $n_i=10^{10}$ cm$^{-3}$,

$$
V_{bi}=V_T\ln\frac{NN_D}{n_i^2}=0.02585\,\ln(2\times10^{17})\ \mathrm V=1.030\ \mathrm V .
$$

The source width is $W_S=250\sqrt{1.030/9.666}=81.6$ nm, and the meeting voltage is

$$
V_{PT}=9.666\left(1-\frac{163.2}{250}\right)\mathrm V=3.36\ \mathrm V .
$$

At this voltage $W_D=250\sqrt{4.386/9.666}=168.4$ nm, and the two widths add up to 250 nm. A supply of about 2.5 V leaves a margin of 0.86 V. The barrier falls to 0.5 V only at $V_D=V_L-2\sqrt{V_L(0.5\ \mathrm V)}=5.27$ V. Between the two voltages the Boltzmann factor for reaching the barrier top grows by $\exp(0.530/0.02585)$, or nearly $10^9$, in the depletion approximation. The holes treated below lower the barrier slightly at $V_{PT}$ and reduce this growth to about $10^8$. This is why the meeting of the regions and the onset of a large current have to be kept apart.

The result is sensitive to its inputs. At fixed $L$ and $N$,

$$
\frac{\partial V_{PT}}{\partial B}=-\sqrt{\frac{V_L}{B}}=-\frac{L}{W_S}=-3.06 ,
$$

so an error of 10 mV in the built-in voltage moves $V_{PT}$ by about 31 mV in the opposite direction. For the length, $V_L\propto L^2$ and $\sqrt{V_L}\propto L$, which gives at fixed $N$ and $B$

$$
\frac{\partial V_{PT}}{\partial L}=\frac{2}{L}\left(V_L-\sqrt{V_LB}\right)
=\frac{2V_L}{L}\frac{W_D}{L}=\frac{qNW_D}{\varepsilon}.
$$

The second step uses $\sqrt{B/V_L}=W_S/L=1-W_D/L$. The final expression is the peak field at the drain junction, here 0.521 MV/cm or 0.052 V/nm. A channel 10 nm shorter thus loses about half a volt. With doping and body bias held fixed, $V_{PT}$ is 6.35 V at 300 nm but 1.14 V at 200 nm.

Reverse body bias widens both depletion regions. With $V_{SB}=1$ V and everything else fixed, $B=2.030$ V and $V_{PT}$ drops from 3.36 to 0.81 V. This does not mean that the source barrier is then lower. The regions meet earlier, but they meet with a barrier of 2.030 V, and after the meeting $\phi$ depends on $V_D$ and $V_L$ alone. In the one-dimensional depletion approximation, the barrier at $V_D=3.36$ V is 1.030 V for either body bias. For a larger $V_D$ the two cases coincide, since the neutral body that carried the influence of the body contact is gone from the line between source and drain. This does not carry over to a real transistor, where the body below the channel still acts on that line from the side and a reverse body bias can keep the barrier higher after the meeting.

The sharp edge between neutral and depleted material is an approximation. Holes in equilibrium with the body have density $N\exp(-\psi/V_T)$, and Poisson's equation becomes

$$
\psi''=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_T}\right).
$$

For a junction next to a wide neutral region, multiply by $\psi'$ and integrate from the neutral region, where $\psi$ and $\psi'$ vanish:

$$
\frac12\psi'^2=\frac{qN}{\varepsilon}\left[\psi-V_T\left(1-e^{-\psi/V_T}\right)\right].
$$

At the source junction $\psi=B\gg V_T$, and the exponential can be dropped. By Gauss's law the depletion charge per area is $\varepsilon|\psi'|=\sqrt{2\varepsilon qN(B-V_T)}$. The holes thus replace $B$ by $B-V_T$ in the charge, and the width that corresponds to this charge is $81.6\sqrt{1-0.02585/1.030}=80.6$ nm. A numerical solution of the equation with holes at $V_D=0$ also gives 80.6 nm.

When the regions approach each other, their hole tails overlap and the meeting is gradual. At $V_D=V_{PT}$ the numerical solution has a potential minimum of 52 mV, about $2V_T$, where the hole density is still $0.135N$. Well beyond the meeting the holes no longer matter: at $V_D=1.3V_{PT}=4.363$ V the solution with holes and the formula for $\phi$ both give a barrier of 0.7275 V.

Electrons near the junctions also matter. They spill from the n-type regions into the channel and add a positive term to $\psi'^2$, so the potential falls over a shorter distance. The small drop inside the n-type regions also leaves less voltage for the channel. Both effects shorten the depletion regions. Reaching the same 52 mV minimum then takes 0.16 V more drain voltage.

Other corrections enter through $V_{bi}$ and are magnified by the factor of about 3. Taken one at a time relative to 3.36 V, Fermi statistics in the n-type regions raise $V_{bi}$ by 31 mV and lower $V_{PT}$ by just under 0.1 V. A lowering of the conduction-band edge there by a rough 0.05 eV raises $V_{PT}$ by 0.16 V. At 358 K, with the band gap held fixed, $V_{bi}$ is 0.996 V and $V_{PT}$ is 0.10 V higher; the gap of silicon shrinks by about 0.016 eV over this range, which raises the shift to about 0.16 V. Quoting $V_{PT}$ more finely than a few tenths of a volt therefore has no meaning for a real junction.

The peak field of 0.52 MV/cm also raises the question whether the drain junction fails first. A local ionization law with rough silicon coefficients gives an electron multiplication of 1.34 at $V_{PT}$, so avalanche is present but does not run away. The same law puts the avalanche voltage of an isolated plane junction at 10.6 V. Both numbers depend on the coefficients: another common set gives a multiplication of about 1.4 and an avalanche voltage of about 9 V, and the value of 10.6 V needs a field of about 0.85 MV/cm. It is probably too high, since rough estimates for this doping are 6 to 8 V, but all these values lie above $V_{PT}$. They hold for a plane junction; the curved edge of a shallow junction has a higher field and a lower avalanche voltage. Band-to-band tunnelling, estimated as the peak rate times the full width, gives $3\times10^{-11}$ A/cm$^2$ with rough coefficients; tunnelling through defects is not included.

The one-dimensional geometry matters more. Real junctions have a finite depth, with body material below them. At the surface between the junctions, Poisson's equation in a depleted region reads $\psi_{xx}+\psi_{yy}=qN/\varepsilon$, with $y$ the depth. Suppose that no field crosses the surface. The potential then falls towards the body below, so $\psi_{yy}<0$ there. Hence $\psi_{xx}$ exceeds its one-dimensional value, and the potential of source and drain reaches less far along the surface. Under this assumption, a two-dimensional solution with junctions 97 nm deep needs 4.2 V to bring the surface minimum to the value that the one-dimensional channel has at $V_{PT}$. This is about a quarter above 3.36 V; on finer meshes the value settles near 4.25 V. A real surface is covered by an insulator, through which the source and drain also act on the channel. This raises the surface potential, and without a gate the surface minimum can then reach the same value well below the one-dimensional voltage, by an amount that depends on the insulator thickness. A thin depleted layer at the surface is enough for this, so it does not show that the two regions have met at greater depth. The 4.2 V does not carry over to a covered surface.

Beside a real transistor of this class, the chosen channel length, doping and supply are roughly typical, but uniform doping is a simplification, and the distance between the junctions is usually shorter than the gate because the n-type regions reach under it. If that distance were 200 nm, the one-dimensional $V_{PT}$ of 1.14 V would lie below the supply. Extra acceptors placed below the surface or beside the junctions work in the other direction. The assumption that fails most completely is the absence of the gate. In the two-dimensional solution with a 5 nm oxide and an n-type gate tied to the source, the potential minimum along a line 3 nm below the surface is 0.675 V at $V_D=0$ and 0.728 V at $V_D=3.36$ V. The surface is thus depleted before any drain voltage is applied, and no meeting of separate regions occurs there. The barrier at this depth, $V_{bi}-\psi_m$, falls from 0.355 to 0.302 V, with the last digit uncertain by about 1 mV from the mesh. At the surface itself it is lower still, about 0.29 V falling to 0.25 V. All of these lie well below the barrier of about 1 V in the ungated one-dimensional channel. For these parameters the easier path for electrons at $V_{PT}$ is therefore the gated surface. The formula describes a straight path between deep, facing junctions, far from both the gate and the body below. If the junctions are shallow and the gate holds the surface near the body potential, the surface and the body underneath both screen the path between them, and the regions may meet there only at a much higher drain voltage. The formula is therefore not the voltage limit of the whole transistor. The remaining digits are in the numerical output.

## Calculated quantities

```
channel length L: 250 nm
acceptor density N: 2.0e+17 cm^-3
n+ donor density: 1.0e+20 cm^-3
intrinsic density, rough: 1.0e+10 cm^-3
relative permittivity: 11.7 (no unit)
temperature: 300 K
supply voltage, rough: 2.5 V
thermal voltage kT/q: 0.02585 V
built-in voltage V_bi: 1.030 V
scale voltage V_L: 9.666 V
source width W_S: 81.6 nm
drain width W_D at V_PT: 168.4 nm
meeting voltage V_PT: 3.356 V
V_PT minus supply: 0.856 V
shortest unmerged channel 2 W_S: 163.2 nm
V_PT for L = 200 nm: 1.138 V
V_PT for L = 300 nm: 6.347 V
V_PT for V_SB = 1 V: 0.807 V
slope dV_PT/dV_bi, numerical: -3.064 V/V
largest touching-test error: 1.9e-06 V
drain voltage for 0.5 V barrier: 5.269 V
test drain voltage 1.3 V_PT: 4.363 V
barrier there, with mobile holes: 0.7275 V
barrier there, formula: 0.7275 V
Debye length: 9.14 nm
charge width at V_D = 0, with holes: 80.57 nm
potential minimum at V_PT, with holes: 51.8 mV
hole density there / N: 0.135 (no unit)
V_PT shift, electrons and n+ drop: 0.163 V
V_bi shift, Fermi statistics: 0.0312 V
V_PT shift, Fermi statistics: -0.095 V
band-edge lowering, rough input: 0.05 eV
V_PT shift, band-edge lowering: 0.155 V
V_bi at 358 K: 0.996 V
V_PT shift at 358 K: 0.104 V
peak drain field at V_PT: 0.521 MV/cm
electron multiplication at V_PT: 1.34 (no unit)
plane-junction avalanche voltage: 10.6 V
tunnel current, upper estimate: 3.0e-11 A/cm^2
junction depth in 2D: 97 nm
meeting voltage in 2D, no gate: 4.2 V
oxide thickness in 2D gate case: 5 nm
gated surface minimum, V_D = 0: 0.675 V
gated surface minimum, V_D = V_PT: 0.728 V
```
